# Thermal conductance of a perfect harmonic wire between two reservoirs

## Question

I have a defect-free wire with purely harmonic forces, connecting a reservoir at $T_L$ to a colder one at $T_R$. Nothing in the wire scatters phonons, so I take its conductivity $\kappa$ to be infinite. Fourier's law gives a conductance $G=\kappa A/L$, which should then be infinite too. A flat temperature profile inside the wire would seem to confirm this: no gradient, no resistance. Is the conductance really infinite? If not, what limits it, and where is the temperature drop?

## Answer

The conductance is finite. A flat profile shows that the wire adds no resistance per unit length. It does not show that the resistance between the reservoirs is zero, because a wire with finitely many modes can carry away only a finite power from a reservoir at a given temperature.

### The current carried by the modes

Take a ribbon of $W$ rows of atoms of mass $m$, with one displacement $u_{c,r}$ per atom ($c$ labels the column along the wire, $r=1,\dots,W$ the row). Springs $k$ act along the wire and $k_t$ between rows. Try

$$u_{c,r}=\chi_j(r)\,e^{i(qc-\omega t)},\qquad \chi_j(r)=\cos\frac{\pi j(r-\frac12)}{W},\quad j=0,\dots,W-1 .$$

The free edges require $\chi_j(0)=\chi_j(1)$ and $\chi_j(W+1)=\chi_j(W)$, which this cosine satisfies. The equation of motion then gives

$$m\omega^2=\lambda_j+2k(1-\cos q),\qquad \lambda_j=2k_t\left(1-\cos\frac{\pi j}{W}\right).$$

Differentiating, $2m\omega\,d\omega/dq=2k\sin q$, so the velocity $v=d\omega/dq$, in columns per second, is positive for $0<q<\pi$. Each branch thus has one right-moving wave at each frequency in its band.

Assume first that the contacts are reflectionless. Right-movers then arrive with the Bose occupation $n_L(\omega)$ of the left reservoir, and left-movers with $n_R(\omega)$. There are $dq/2\pi$ states per column in $dq$, each carrying energy $\hbar\omega n$ at speed $v$. The zero-point parts cancel between the two directions, leaving

$$J=\sum_j\int_0^\pi\frac{dq}{2\pi}\,v\,\hbar\omega\,(n_L-n_R)
=\int_0^\infty\frac{d\omega}{2\pi}\,M(\omega)\,\hbar\omega\,(n_L-n_R),$$

because $v\,dq=d\omega$. Here $M(\omega)$ is the number of branches whose band contains $\omega$. A faster mode has proportionally fewer states per unit frequency, so velocity drops out. For small $\Delta T=T_L-T_R$,

$$G=\frac{J}{\Delta T}=\int_0^\infty\frac{d\omega}{2\pi}\,M(\omega)\,\hbar\omega\,\frac{\partial n}{\partial T}.$$

No length appears. More rows add modes, which raise $G$ once the temperature is high enough to excite them; more columns change nothing.

If the contacts reflect, waves bouncing between them form resonances, and at a single frequency the intensity inside the wire can exceed that of either reservoir. Averaged over the closely spaced resonances of a long wire, each mode has an occupation that is a weighted average of $n_L$ and $n_R$. In this averaged sense right-movers carry at most $n_L$ and left-movers at least $n_R$, so reflection can only lower the current.

### The same result from Green functions

Consider one transverse mode, and let atoms $1$ to $N$ be the wire. Write $x=m\omega^2-2k-\lambda_j=-2k\cos q$. A semi-infinite lead has end response $g=1/(x-\Sigma)$, where $\Sigma=k^2g$ is the lead's self-energy. Hence

$$\Sigma^2-x\Sigma+k^2=0,\qquad \Sigma=-ke^{iq},\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma=2k\sin q .$$

The root with $\mathrm{Im}\,\Sigma<0$ is the one that carries energy away. The response between atoms $a$ and $b$ of the uniform chain obeys

$$x\,\mathcal G_{ab}+k\,\mathcal G_{a+1,b}+k\,\mathcal G_{a-1,b}=\delta_{ab}.$$

Inserting $\mathcal G_{ab}=Ce^{iq|a-b|}$ at $a=b$ gives $C(-2k\cos q+2ke^{iq})=2ik\sin q\,C=1$, so

$$\mathcal G_{ab}=\frac{e^{iq|a-b|}}{2ik\sin q}.$$

To find the transmission, let a wave of amplitude $A$ come in from the left. With atom 1 held still, the lead has the standing wave $A(e^{iq(c-1)}-e^{-iq(c-1)})$. Its last atom, $c=0$, pulls on atom 1 with the force $f=-2ikA\sin q$. On releasing atom 1, $u_N=-\mathcal G_{N1}f$, so

$$\mathcal T=\left|\frac{u_N}{A}\right|^2=\Gamma^2|\mathcal G_{N1}|^2=1$$

for any $N$. Summing over open modes gives $\mathcal T=M$. For the four-row ribbon below, with $\omega_0=\sqrt{k/m}$, the computed transmissions at $0.2$, $0.5$, $1.0$ and $2.05\,\omega_0$ are $1$, $2$, $4$ and $2$, both for 3 columns and for 25.

### Why the interior is flat while heat flows

The left lead contributes a spectral weight $\Gamma|\mathcal G_{a1}|^2=1/(2k\sin q)$ on atom $a$, and the right lead contributes the same. Half of each atom's motion is therefore supplied by each reservoir. If $E(T)$ is the equilibrium kinetic energy of that atom,

$$E_{\rm kin}=\tfrac12\left[E(T_L)+E(T_R)\right].$$

Defining the local temperature by $E(T_{\rm loc})=E_{\rm kin}$ and expanding about $\bar T=(T_L+T_R)/2$, the linear terms cancel, so $T_{\rm loc}=\bar T+O(\Delta T^2)$ all along the wire.

This temperature is only a measure of kinetic energy. Right-movers are still at $T_L$ and left-movers at $T_R$, and that imbalance carries the heat. Fourier's law, which needs phonons close to local equilibrium, does not apply.

A direct quantum calculation supports this. Two 300-atom half-chains were prepared at temperatures $0.8$ and $0.4$ (units $\hbar=k_B=m=k=1$), then coupled and evolved. Before the end walls could affect the junction, the averaged current was $0.0961$, against $0.0963$ from the mode formula. The mean squared momenta of the ten central atoms lay between $0.8595$ and $0.8614$; the predicted average is $0.8611$.

### Numbers for a four-row ribbon

Take round model parameters: $m=50$ u, $k=50$ N/m, $k_t=10$ N/m, so $\omega_0=2.454\times10^{13}$ rad/s. With reservoirs at 305 K and 295 K,

$$G=330.6\ \text{pW/K},\qquad \frac1G=3.03\times10^{9}\ \text{K/W},$$

$$J=(330.6\ \text{pW/K})(10\ \text{K})=3.31\ \text{nW}.$$

At high temperature $\hbar\omega\,\partial n/\partial T\to k_B$, and each branch contributes its bandwidth:

$$G\to\frac{k_B\omega_0}{2\pi}(2.000+1.687+1.465+1.338)=350\ \text{pW/K}.$$

The 300 K value is 6% below this limit. Heating the reservoirs further cannot raise $G$ beyond it.

At low temperature only the gapless branch $j=0$ counts. With $y=\hbar\omega/k_BT$,

$$G\to\frac{k_B^2T}{h}\int_0^\infty\frac{y^2e^y}{(e^y-1)^2}\,dy
=\frac{k_B^2T}{h}\int_0^\infty\frac{2y}{e^y-1}\,dy=\frac{\pi^2k_B^2T}{3h}.$$

The second form follows by parts, and the last integral is $2\times\pi^2/6$. At 2 K this is $1.893$ pW/K, and the full ribbon gives the same value to the printed digits. The next branch starts at $0.342\,\omega_0$, equivalent to about 64 K, and is frozen out. One quantum is a property of this scalar model. A free-standing wire whose atoms move in three directions has four gapless branches (longitudinal, torsional and two flexural), and its ballistic low-temperature limit is four such quanta.

Widening the ribbon from 1 to 2, 4 and 8 rows at 300 K gives 103, 177, 331 and 639 pW/K. Lengthening it leaves $G$ fixed, so the apparent conductivity $\kappa_{\rm app}=GL/A$ grows with $L$. For a nominal $A=1\ \text{nm}^2$ it is 33, 331 and 3306 W/(m K) at 0.1, 1 and 10 µm. An infinite limit of $\kappa_{\rm app}$ is compatible with a constant $G$.

### Where the temperature drops

The answer depends on what the wire is attached to. The two cases here are classical and use one row with the same $m$ and $k$.

**Thermostats on the end atoms.** Attach Langevin thermostats with friction $\gamma=\sqrt{km}$ to the ends of an 80-atom chain whose ends are also tied to walls by springs $k$. The first four atoms have temperatures 303.09, 299.72, 299.96 and 299.99 K, and atoms 30 and 50 are both at 300.00 K. The drop is therefore at the ends. The second atom even lies slightly below the plateau, which shows again that kinetic temperature does not dictate the direction of heat flow here. This dip comes with the wall springs: without them the second atom is already at 300.00 K.

The current can be read from the first jump. Friction removes power $\gamma\langle v_1^2\rangle$, while the random force supplies $\gamma k_BT_L/m$, the amount that would balance friction at $T_L$. With $\gamma/m=\omega_0$,

$$J=k_B\omega_0(T_L-T_1)=(3.388\times10^{-10}\ \text{W/K})(1.91\ \text{K})=0.647\ \text{nW}.$$

This is $G=64.7$ pW/K, found for 20, 40 and 80 atoms alike. Reflectionless contacts would give 107.8 pW/K; these contacts reflect part of the heat. Thermostats and wall springs both contribute: with the same friction and free ends, $G$ is 84.7 pW/K.

**Wider contacts.** Suppose each contact has $M_c$ modes. In the left contact, the $M_c$ incoming modes are at $T_L$. The outgoing ones carry a total share $\mathcal T$ from the right reservoir. Weighting all $2M_c$ modes equally gives

$$T_{\rm left}\approx T_L-\frac{\mathcal T}{2M_c}\Delta T,\qquad
T_{\rm left}-T_{\rm right}\approx\Delta T\left(1-\frac{\mathcal T}{M_c}\right).$$

For a one-row wire of 20 atoms, the temperatures computed in the contacts, five columns from the wire, are:

- 1-row contacts: 300.00 K on both sides.
- 3-row contacts: 303.70 K and 296.30 K.
- 9-row contacts: 304.49 K and 295.51 K.

In the first case, thermometers in the leads show no difference although heat flows: the resistance $1/G$ refers to the distant reservoirs. Widening the contacts brings the drop to the wire's mouths. For 9 rows, $G=79.0$ pW/K gives $\mathcal T\approx79.0/107.8=0.73$, and the estimate puts the left contact 0.41 K below its reservoir; the computed value is 0.51 K. Only rough agreement can be expected, because the estimate treats all nine modes as open at every frequency and equally weighted, and leaves out the non-propagating waves near the mouth. Averages over two interior sections of the wire differ by less than 0.06 K, while the end atoms of the wire differ from 300 K by 0.6 to 0.8 K. Because these contacts reflect, $G$ also varies slightly with wire length, by about 1% between 5 and 80 atoms for 9 rows.

### When length starts to matter

Let two scatterers in one mode have transmissions $T_1,T_2$ and reflections $R_i=1-T_i$. If phases average out, summing the repeated reflections gives $T_{12}=T_1T_2/(1-R_1R_2)$, hence

$$\frac{1-T_{12}}{T_{12}}=\frac{T_1+T_2-2T_1T_2}{T_1T_2}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.$$

This quantity adds along the wire, so it equals $L/\ell$ for some length $\ell(\omega)$, and

$$\frac1{\mathcal T}=1+\frac L\ell .$$

The $1$ is the contact term and $L/\ell$ the intrinsic one. A perfect wire has $\ell\to\infty$, which removes only the second. Fourier scaling returns if $L\gg\ell$ at all the frequencies that carry appreciable heat. That condition can fail: for scattering by mass defects alone, $\ell$ grows as $1/\omega^2$ at low frequency on the gapless branch, and in this estimate the long waves make $G$ fall only as $L^{-1/2}$. Coherent disorder, which can localize phonons, lies outside this estimate.

Real wires have anharmonicity, defects and rough surfaces, so $\ell$ is finite at nonzero frequencies, though it can be very long for the slowest vibrations. If $\ell$ were 100 nm at all relevant frequencies, a 1 µm wire would conduct 11 times less than the ballistic value. The 3306 W/(m K) found above for 10 µm is thus a property of the ideal model, far above the conductivity of most solids. The model's highest frequency, about 8 THz, is ordinary for a solid, but one displacement per atom and four atoms per nm² give fewer modes per area than a typical dense crystal has. The main computed values are in the numerical output below.

## Numbers as computed

```
atomic mass: 50 u; rows: 4
springs along / across: 50 / 10 N/m
omega0 = sqrt(k/m): 2.4540e+13 rad/s
reservoirs: 305 K and 295 K
branch 0: band 0.0000 to 2.0000 omega0
branch 1: band 0.3423 to 2.0291 omega0
branch 2: band 0.6325 to 2.0976 omega0
branch 3: band 0.8263 to 2.1640 omega0
omega 0.20 omega0: modes 1, transmission 1.000000 (3 cells), 1.000000 (25 cells)
omega 0.50 omega0: modes 2, transmission 2.000000 (3 cells), 2.000000 (25 cells)
omega 0.75 omega0: modes 3, transmission 3.000000 (3 cells), 3.000000 (25 cells)
omega 1.00 omega0: modes 4, transmission 4.000000 (3 cells), 4.000000 (25 cells)
omega 1.90 omega0: modes 4, transmission 4.000000 (3 cells), 4.000000 (25 cells)
omega 2.05 omega0: modes 2, transmission 2.000000 (3 cells), 2.000000 (25 cells)
omega 2.13 omega0: modes 1, transmission 1.000000 (3 cells), 1.000000 (25 cells)
largest deviation of left share from 1/2: 1.8e-15
G at 300 K, mode formula: 330.564 pW/K
G at 300 K, zone integral: 330.564 pW/K
G at 300 K, Green function: 330.585 pW/K
resistance 1/G: 3.0251e+09 K/W
heat current, 305 K to 295 K: 3.3056 nW
G classical limit: 349.943 pW/K
G at 2 K: 1.89286 pW/K
one conductance quantum at 2 K: 1.89286 pW/K
1 rows: G at 300 K = 103.38 pW/K
2 rows: G at 300 K = 177.40 pW/K
4 rows: G at 300 K = 330.56 pW/K
8 rows: G at 300 K = 639.32 pW/K
L = 0.1 um, A = 1 nm^2: apparent conductivity 33.06 W/(m K)
L = 1.0 um, A = 1 nm^2: apparent conductivity 330.56 W/(m K)
L = 10.0 um, A = 1 nm^2: apparent conductivity 3305.64 W/(m K)
joined half-chains, reduced temperatures: 0.8, 0.4
joined current / Landauer (reduced): 0.096104 / 0.096346
joined central <p^2>, min / max (reduced): 0.85952 / 0.86135
mean of the two equilibrium <p^2> (reduced): 0.86114
Langevin chain, 20 atoms: G = 64.7073 pW/K
Langevin chain, 40 atoms: G = 64.7073 pW/K
Langevin chain, 80 atoms: G = 64.7073 pW/K
Landauer integral, 20 atoms, same baths: 64.7073 pW/K
reflectionless classical single chain: 107.8472 pW/K
Langevin, atoms 1 2 3 4 of 80: 303.090 299.721 299.959 299.994 K
Langevin, atoms 30 and 50: 300.0000, 300.0000 K
Langevin, atoms 77 78 79 80: 300.006 300.041 300.279 296.910 K
contact 1 rows: left 300.000, wire 300.000 and 300.000, right 300.000 K
  classical G 107.847 pW/K, contact-to-contact resistance 0.000e+00 K/W
contact 3 rows: left 303.699, wire 300.021 and 299.979, right 296.301 K
  classical G 79.391 pW/K, contact-to-contact resistance 9.318e+09 K/W
contact 9 rows: left 304.490, wire 300.028 and 299.972, right 295.510 K
  classical G 79.041 pW/K, contact-to-contact resistance 1.136e+10 K/W
```
